# Mean thermal emission time of an electron from a trap

## Problem

An electron trap in a semiconductor lies \(E=0.60\) eV below the conduction band edge. Its attempt frequency at 300 K is \(\nu=10^{12}\ \mathrm{s^{-1}}\).

1. Derive the thermal emission rate of the trapped electron, and show what \(\nu\) contains.
2. Calculate the mean emission time and the half-life at 300 K.
3. Find how far the answer moves if the depth is wrong by 0.01 eV or the temperature by 1 K.
4. Find how few free electrons there must be for this time to be seen in a measurement.

Take a single trap level that exchanges electrons with the conduction band, and a weak electric field. Energies are in eV and concentrations in \(\mathrm{cm^{-3}}\).

## Hints

**Hint 1.** Emission is hard to calculate directly, but capture is simple: free electrons fly about and hit empty traps. In thermal equilibrium the two processes balance for each kind of trap separately.

**Hint 2.** The chemical potential enters both the density of free electrons and the occupation of the trap. The emission rate belongs to the trap and the lattice, so the chemical potential should drop out.

**Hint 3.** If an electron has the same chance of leaving in every short interval, its survival probability is an exponential. The mean time is an integral over that exponential.

**Hint 4.** For part 4, write the rate equation with capture included and ask when its two terms are equally strong.

## Full solution

### 1. The emission rate

Let \(f\) be the probability that the trap is filled, \(n\) the density of free electrons, and \(e\) the emission rate of a filled trap. An empty trap with cross-section \(\sigma\) captures electrons at the rate \(cn\), where \(c=\sigma v\) and \(v=\sqrt{8kT/\pi m}\) is the mean thermal speed for effective mass \(m\). The cross-section is taken to be independent of electron energy. In equilibrium capture equals emission:

\[
cn(1-f)=ef
\quad\Rightarrow\quad
e=cn\,\frac{1-f}{f}.
\]

The free-electron density follows from the density of band states. With the chemical potential \(\mu\) several \(kT\) below the band edge \(E_c\), the occupation of a band state is a Boltzmann factor. Writing the electron energy as \(E_c+xkT\),

\[
n=\frac{1}{2\pi^2}\left(\frac{2mkT}{\hbar^2}\right)^{3/2}
e^{-(E_c-\mu)/kT}\int_0^\infty\sqrt{x}\,e^{-x}\,dx .
\]

The integral is \(\sqrt{\pi}/2\), so

\[
n=N_c\,e^{-(E_c-\mu)/kT},\qquad
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.
\]

For the trap at energy \(E_t\), the filled and empty states have statistical weights in the ratio \(g\,e^{(\mu-E_t)/kT}:1\). Here \(g\) is the number of filled states divided by the number of empty ones; \(g=2\) if the trapped electron may have either spin and the empty trap has one state. Hence

\[
\frac{1-f}{f}=\frac1g\,e^{-(\mu-E_t)/kT}.
\]

Inserting both results gives the exponent

\[
-\frac{E_c-\mu}{kT}-\frac{\mu-E_t}{kT}=-\frac{E_c-E_t}{kT}=-\frac{E}{kT}.
\]

The chemical potential has cancelled, and

\[
e=\nu\,e^{-E/kT},\qquad \nu=\frac{\sigma vN_c}{g}.
\]

The balance was used in equilibrium, but the rate is then applied to a trap out of equilibrium. This is justified if emission depends on the trap and the lattice temperature, and not on how many free electrons are nearby.

One may picture the electron as making \(\nu\) attempts per second, each successful with probability \(e^{-E/kT}\). The formula for \(\nu\) shows that this is a picture: the attempt frequency is set by the capture cross-section and the density of band states, and need not equal a vibration frequency.

### 2. From the rate to the time

Suppose the trap is filled at \(t=0\) and emitted electrons do not return. The survival probability \(P\) obeys

\[
\frac{dP}{dt}=-eP,\qquad P(0)=1
\quad\Rightarrow\quad P=e^{-et},
\]

where the \(e\) in the exponent \(-et\) is the emission rate. The probability of leaving between \(t\) and \(t+dt\) is \(-(dP/dt)\,dt\). The mean time, integrated by parts, is

\[
\tau=-\int_0^\infty t\,\frac{dP}{dt}\,dt
=-\bigl[tP\bigr]_0^\infty+\int_0^\infty P\,dt=\frac1e .
\]

The boundary term vanishes at both ends. Therefore

\[
\tau=\frac1\nu\,e^{E/kT}.
\]

The half-life follows from \(P=1/2\) and is \(\tau\ln2\).

At 300 K, \(kT=0.025852\) eV. Then

\[
\frac{E}{kT}=\frac{0.60}{0.025852}=23.209,\qquad
e^{23.209}=1.201\times10^{10},
\]

\[
\tau=\frac{1.201\times10^{10}}{10^{12}\ \mathrm{s^{-1}}}
=1.20\times10^{-2}\ \mathrm{s}=12.0\ \mathrm{ms}.
\]

The emission rate is \(83\ \mathrm{s^{-1}}\) and the half-life is 8.3 ms. In the attempt picture, the electron fails about ten thousand million times before it escapes.

The 12 ms is a mean, not a delay after which the electron leaves. A fraction \(1/2.718=37\%\) of filled traps are still filled after 12 ms. A smooth exponential decay appears when many traps are observed together; a single trap gives widely scattered times.

### 3. Sensitivity to the inputs

Take the logarithm:

\[
\ln\tau=\frac{E}{kT}-\ln\nu .
\]

A change \(\Delta E\) multiplies the time by \(e^{\Delta E/kT}\). For \(\Delta E=0.01\) eV the factor is \(e^{0.387}=1.47\), so a depth of 0.61 eV gives 17.7 ms and a depth of 0.59 eV gives 8.2 ms. A depth rounded to two decimals may be wrong by 0.005 eV, and so fixes the time only to within about 20%.

At fixed \(\nu\), the temperature enters through

\[
\frac{d\ln\tau}{dT}=-\frac{E}{kT^2}
=-\frac{23.209}{300\ \mathrm{K}}=-7.7\%\ \text{per kelvin}.
\]

At 301 K the time is then 11.1 ms. If the cross-section is held fixed instead, \(\nu\) grows as \(T^2\) (see Variation A). The change is then \(-(E/kT+2)/T=-8.4\%\) per kelvin, and the time at 301 K is 11.0 ms. The time is inversely proportional to \(\nu\), so doubling \(\nu\) halves \(\tau\).

### 4. When the emission time can be seen

If free electrons are present, the trap can be refilled:

\[
\frac{df}{dt}=cn(1-f)-ef=cn-(cn+e)f .
\]

At constant \(n\), the occupation relaxes at the rate \(cn+e\) towards \(f_\infty=cn/(cn+e)\). The observed decay has the time constant \(1/e\) when \(cn\ll e\), that is, when \(n\) is far below

\[
n_1=\frac{e}{c}.
\]

At \(n=n_1\) the trap settles at half filling.

To obtain a number we need a material. Take rough values in the regime of n-type gallium nitride: \(m=0.20\) electron masses and \(g=2\). At 300 K these give \(v=2.41\times10^7\) cm/s and \(N_c=2.24\times10^{18}\ \mathrm{cm^{-3}}\). The given attempt frequency then implies

\[
\sigma=\frac{g\nu}{vN_c}
=\frac{2\times10^{12}}{(2.41\times10^7)(2.24\times10^{18})}\ \mathrm{cm^2}
=3.7\times10^{-14}\ \mathrm{cm^2},
\]

and, with \(c=\sigma v=8.9\times10^{-7}\ \mathrm{cm^3/s}\),

\[
n_1=\frac{83}{8.9\times10^{-7}}\ \mathrm{cm^{-3}}
\approx9\times10^7\ \mathrm{cm^{-3}}.
\]

In neutral material with \(n=10^{16}\ \mathrm{cm^{-3}}\), an empty trap is refilled after \(1/(cn)\approx0.11\) ns. The trap then stays almost full, and no 12 ms decay appears. The decay can be seen in a depleted layer, from which the field sweeps the emitted electrons away.

### The model beside a real material

Electron traps with apparent depths near 0.6 eV are found in n-type gallium nitride, where slow emission from traps can delay the recovery of a transistor's current after switching. The 12 ms belongs to the stated depth and attempt frequency; it is not a measured time for a particular defect. An emptied trap could also be refilled by an electron from the valence band, a process called hole emission. With a rough band gap of 3.4 eV this needs 2.8 eV. With the same attempt frequency it would take about \(10^{35}\) s, so it can be ignored here. The assumption that a working device readily breaks is the weak field. At 0.1 MV/cm, a rough value for a depleted layer, the estimates in Variation B shorten the time by a factor of about 5 if the emptied trap is positively charged, and by much less if it is neutral. Heating from 300 K to 400 K shortens it far more than this field does, by a factor of about 600 if the cross-section does not change with temperature, as Variation A shows. The order can reverse in stronger fields. At 1 MV/cm, which parts of a gallium nitride transistor can reach, barrier lowering alone gives a factor above 1000 for a positively charged emptied trap. At that field tunnelling is no longer a small correction: the exponent \(S\) from the full depth is only 14, below \(E/kT=23\). The tunnelling estimate then gives a factor of a few thousand even for a neutral trap, and some tens of thousands for a charged one. These figures are orders of magnitude only.

## Variation A: a hotter sample and an Arrhenius plot

**Question.** The same trap is used at 400 K. What is its emission time, and what slope does a plot of \(\ln\tau\) against \(1/kT\) have near 300 K? Hold the depth, cross-section and effective mass fixed.

**Solution.** If \(\nu\) is also held fixed, the formula gives 36 µs at 400 K. However, \(v\propto T^{1/2}\) and \(N_c\propto T^{3/2}\), so \(\nu\propto T^2\). The time is shortened by a further factor \((300/400)^2=0.5625\):

\[
\tau(400\ \mathrm{K})=0.5625\times36.3\ \text{µs}=20.4\ \text{µs}.
\]

For the slope, write \(\beta=1/kT\) and \(\nu=A\beta^{-2}\), with \(A\) constant. Then

\[
\ln\tau=E\beta+2\ln\beta-\ln A,
\]

\[
\frac{d\ln\tau}{d\beta}=E+\frac2\beta=E+2kT .
\]

At 300 K this is \(0.600+0.052=0.652\) eV, which exceeds the depth. Since \(T^2\propto\beta^{-2}\), the product \(\tau T^2\) removes the term \(2\ln\beta\), and a plot of \(\ln(\tau T^2)\) has slope \(E=0.600\) eV. This holds for a cross-section that does not depend on temperature. If capture itself is thermally activated, \(\sigma\propto e^{-E_b/kT}\), the slope is \(E+E_b\), so a measured slope is an apparent depth.

The difference is not harmless. Using 0.652 eV as the depth together with \(\nu=10^{12}\ \mathrm{s^{-1}}\) would make the calculated time at 300 K too long by a factor \(e^{2kT/kT}=e^2\approx7.4\).

## Variation B: a strong field

**Question.** The trap sits in a field \(F=0.1\) MV/cm at 300 K, in a material of relative permittivity 9.5. Estimate the emission time if the emptied trap is (i) positively charged, (ii) neutral.

**Solution, case (i).** The departing electron is attracted by the charge it leaves behind. Along the direction in which the field pulls it, its potential energy relative to the band edge at the trap is

\[
U(r)=-\frac{q^2}{4\pi\varepsilon r}-qFr .
\]

Here \(q\) is the elementary charge and \(\varepsilon\) the permittivity. Setting \(dU/dr=0\) gives the barrier top at \(r_m=\sqrt{q/(4\pi\varepsilon F)}\). There the two terms are equal, so the barrier is lowered by

\[
\delta=2qFr_m=q\sqrt{\frac{qF}{\pi\varepsilon}}=0.078\ \mathrm{eV}.
\]

This is the Poole-Frenkel effect. With \(\gamma=\delta/kT=3.01\), the rate along the field direction rises by \(e^\gamma\approx20\). At an angle \(\theta\) to that direction, the field component is \(F\cos\theta\), and the lowering is \(\delta\sqrt{\cos\theta}\). Leave the rate unchanged in the opposite half-space and average over directions. With \(s=\sqrt{\cos\theta}\), the rate factor is

\[
\frac12+\frac12\int_0^1 2s\,e^{\gamma s}\,ds
=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}\approx5.1 .
\]

The time falls to \(12.0/5.1\) ms, or roughly 2 ms. Tunnelling through the lowered barrier is left out here; adding it with the semiclassical weight used in case (ii) would raise the rate by about a further 20%, and by less if the partial reflection of electrons just above the barrier is also counted. As \(\gamma\to0\), the integral on the left tends to 1, and the factor tends to 1 as it should.

**Solution, case (ii).** There is no attraction after emission, but the field turns the barrier into a triangle. An electron lifted thermally to an energy \(u\) below the band edge can tunnel through the rest. The semiclassical tunnelling probability is \(e^{-S}\), with

\[
S(u)=\frac2\hbar\int_0^{u/qF}\!\sqrt{2m(u-qFx)}\,dx
=\frac{4\sqrt{2m}\,u^{3/2}}{3\hbar qF}.
\]

From the full depth, \(S=142\) for \(m=0.20\) electron masses, so direct tunnelling is negligible. Reaching the energy \(u=ykT\) below the edge costs less heat, which raises the thermal weight by \(e^y\). Adding these paths to emission over the edge gives the rate factor along the field direction,

\[
1+\int_0^{E/kT}e^{\,y-S(ykT)}\,dy\approx2.5 ,
\]

where the integral was evaluated by numerical quadrature. Applied to every direction, this factor would give 4.7 ms, but that overstates the effect. Averaging over directions as in case (i), with \(F\cos\theta\) in place of \(F\), gives a factor of about 1.4 and a time of roughly 9 ms.

Even this estimate is rough: at \(y=1\) the exponent \(S\) is only about 1.3, whereas the semiclassical formula is reliable for \(S\gg1\). If the capture coefficient is taken as independent of energy, the exact density of band states in a uniform field gives the smaller factor \(\exp[(\hbar qF)^2/(24m(kT)^3)]\approx1.10\). At this field the emission time of such a trap therefore changes only modestly.

The two cases describe different traps, so their factors must not be multiplied.
